Born effective charges from the electric enthalpy and mixed Berry curvature

When one sublattice of an insulating crystal is displaced, the electrons rearrange and the polarization changes. When a uniform field is applied with the nuclei held fixed, each nucleus feels a force from the field and from the polarized electrons. The first experiment measures a dipole per displacement, the second a force per field. Both quantities have the dimension of a charge, and the question is why they are the same charge, how it follows from the zero-field Bloch states, and why its sum over the cell vanishes.

**Setting and conventions**

Atomic units are used, with electron charge −1. The crystal has a fixed cell of volume V, with ions of charge Z_κ at τ_κ. A displacement u_κ moves ion κ and all its periodic images together. There are n_b filled bands with f = 2 electrons each. The cell-periodic part of a Bloch function is φ_n(k), normalized over one cell, so that ψ_nk(r) = exp(ik·r) φ_n(k). The mean-field Hamiltonian is

H_k = ½(p + k)² + v(r) + v_mf(r), p = −i∇.

Here v = Σ_κ v_κ(r − τ_κ) is local, and v_mf = δJ/δn is the derivative of a translation-invariant mean-field energy J[n]. The macroscopic field is not part of J; it is the separate variable E.

The assumptions are these.

(A1) A gap separates filled from empty bands at every k, and the filled states admit a frame φ_n(k) that is smooth in k and in u and obeys φ_n(k+G) = exp(−iG·r) φ_n(k).

(A2) The cell is neutral: Σ_κ Z_κ = f n_b.

(A3) The zero-field state is a non-degenerate minimum of the energy, apart from unitary mixing of the filled orbitals, which changes nothing physical.

(A4) The orbitals are expanded in plane waves, a basis that does not move with the atoms.

The polarization replaces the electrons by charges −f at the Wannier centres r̄_n:

V P = Σ_κ Z_κ τ_κ − f Σ_n r̄_n. (1)

To express r̄_n through φ_n, write the Wannier function as w_n = V/(2π)³ ∫d³k exp(ik·r) φ_n(k). Since r exp(ik·r) = −i∇_k exp(ik·r), integration by parts gives

r w_n = V/(2π)³ ∫d³k exp(ik·r) i∇_k φ_n(k).

The boundary term is absent because ψ_nk is periodic in k. Bloch functions at k and k′ overlap as (2π)³/V δ(k−k′), so

r̄_n = V/(2π)³ ∫d³k A_n(k), A_n(k) = i⟨φ_n|∇_k φ_n⟩. (2)

A different choice of frame can move Σ r̄_n by a lattice vector R and V P by −fR. This is a constant on a chosen branch and drops out of derivatives.

**The enthalpy and its mesh**

The electric enthalpy per cell is

W(u,E) = min over φ of [U(u,φ) − V E·P(u,φ)], (3)

where U is the energy per cell. In an infinite crystal this minimum does not exist for E ≠ 0: an electron moved far enough against the field gains more energy than the gap costs. The definition therefore uses a finite k mesh, on which (A3) guarantees a local minimum for small enough E.

On the mesh, (2) is replaced by overlaps between neighbouring points. Along a string of N points with spacing Δ = b_i/N, where b_i is a reciprocal lattice vector, let S_mn = ⟨φ_m(k)|φ_n(k+Δ)⟩. Then

b_i·Σ_n r̄_n = −Im ln Π_k det S(k,k+Δ), (4)

averaged over parallel strings. For small Δ, S_mn ≈ δ_mn + ⟨φ_m|Δ·∇_kφ_n⟩, so Im ln det S ≈ −Δ·Σ_n A_n, and (4) tends to (2). Exchanging the two ends of a link turns S into S† and reverses the sign of Im ln det S. Expanded about the midpoint of the link, this phase thus contains odd powers of Δ. The first correction is of order |Δ|³ per link, hence of order 1/N² for the string.

Unitary mixing at each k multiplies the determinants by phases that cancel around the string, so (4) depends on the filled space alone.

**Theorem**

Under (A1)–(A4), the Born charge

Z*_κ,αβ = V ∂P_α/∂u_κβ at E = 0 (5)

satisfies, with F_κ the force on sublattice κ per cell:

(i) Z*_κ,αβ = ∂F_κβ/∂E_α at fixed u, on every mesh and in the limit of a dense mesh;

(ii) with λ = u_κβ, and in the dense limit,

Z*_κ,αβ = Z_κ δ_αβ − f V/(2π)³ ∫d³k Ω_λα(k), (6)

Ω_λα = −2 Im Σ_n ⟨∂_λφ_n|∂_αφ_n⟩, ∂_α = ∂/∂k_α; (7)

(iii) Σ_κ Z*_κ,αβ = 0.

The ions need not be at equilibrium. The derivative in (5) is taken at fixed field, and ∂_λ includes the self-consistent change of v_mf.

**Lemma 1: first derivatives of the enthalpy**

∂W/∂E_α = −V P_α, ∂W/∂u_κβ = −F_κβ. (8)

Proof. Collect the orbital coefficients in c, and write orthonormality as constraints g_j(c) = 0, which by (A4) do not involve u or E. Let M(u,E,c) be the bracket in (3). At the minimum, ∂M/∂c = Σ_j Λ_j ∂g_j/∂c with Lagrange multipliers Λ_j. For any parameter μ,

dW/dμ = ∂M/∂μ + (∂M/∂c)·dc/dμ = ∂M/∂μ + Σ_j Λ_j dg_j/dμ = ∂M/∂μ,

because the constraints hold for every μ. For μ = E_α the explicit derivative is −V P_α. For μ = u_κβ it is minus the force at fixed orbitals. In P, the explicit dependence on u is in the ionic term alone, so

F_κβ = −∂U/∂u_κβ|_φ + Z_κ E_β. (9)

The first term depends on the field through the polarized electron density. ∎

**Proof of (i)**

By (A3) and the implicit function theorem, the minimizing filled space is a smooth function of (u,E) near E = 0. The mixed derivatives of W are then equal:

V ∂P_α/∂u_κβ = −∂²W/∂u_κβ∂E_α = ∂F_κβ/∂E_α. (10)

This holds on each mesh, and also at finite E while the local minimum persists. At E = 0 the left side involves zero-field states alone and converges as the mesh is refined. The right side, equal to it on each mesh, has the same limit. The field derivative is taken first and the mesh refined afterwards. ∎

**Lemma 2: the curvature as a response**

The traced curvature (7) equals

Ω_λα = −2 Im Σ_{n filled, m empty} ⟨m|∂_λH|n⟩* ⟨m|∂_αH|n⟩/(ε_n − ε_m)². (11)

Proof. Split ∂φ_n into components in the filled and empty spaces. For filled l and n, let B_ln = ⟨φ_l|∂φ_n⟩. Differentiating ⟨φ_l|φ_n⟩ = δ_ln gives B† = −B. The filled part of the sum in (7) is

Σ_nl (B^λ_ln)* B^α_ln = −Σ_nl B^λ_nl B^α_ln = −Tr(B^λ B^α).

Its complex conjugate is −Tr(B^α† B^λ†) = −Tr(B^α B^λ), the same number. It is real and contributes nothing to the imaginary part.

The empty part is unchanged by unitary mixing of the filled states, so at the given k and u the frame may be chosen to coincide with the eigenstates |n⟩. Let Π = Σ_n |φ_n⟩⟨φ_n|. Differentiating HΠ = ΠH and taking the element between empty m and filled n gives

⟨m|∂H|n⟩ + ε_m⟨m|∂Π|n⟩ = ε_n⟨m|∂Π|n⟩,

where ⟨m|Π = 0 removes the remaining term. Since ⟨m|∂Π|n⟩ = ⟨m|∂φ_n⟩,

⟨m|∂φ_n⟩ = ⟨m|∂H|n⟩/(ε_n − ε_m). (12)

Crossings among filled bands do no harm, because the denominators connect filled with empty states. Inserting (12) for both derivatives in (7) gives (11). ∎

In (11), ∂_αH = (p + k)_α is the velocity, and ∂_λH = ∂_λv + ∂_λv_mf contains the induced mean field.

**Proof of (ii)**

From (1) and (2),

V ∂P_α/∂λ = Z_κ δ_αβ − f V/(2π)³ ∫d³k Σ_n ∂_λA_nα.

Define A_nλ = i⟨φ_n|∂_λφ_n⟩. Then

∂_λA_nα = i⟨∂_λφ_n|∂_αφ_n⟩ + i⟨φ_n|∂_λ∂_αφ_n⟩,

∂_αA_nλ = i⟨∂_αφ_n|∂_λφ_n⟩ + i⟨φ_n|∂_α∂_λφ_n⟩.

The second terms are equal. With z = ⟨∂_λφ_n|∂_αφ_n⟩, the difference is i(z − z*) = −2 Im z, so

Σ_n ∂_λA_nα = Ω_λα + ∂_α Σ_n A_nλ.

The factor exp(−iG·r) in (A1) does not depend on λ and cancels in A_nλ, which is therefore periodic in k. The zone integral of its k derivative vanishes, leaving (6). ∎

The curvature is mixed because one of its directions is crystal momentum and the other a nuclear coordinate. The zone average of Ω_λα is the displacement of the sum of Wannier centres per unit displacement of the sublattice.

**Proof of (iii) from the enthalpy**

Shift all ions by d, and shift the orbitals with them:

φ′_n(k;r) = exp(−ik·d) φ_n(k;r−d). (13)

The prefactor keeps the condition in (A1): φ_n(k+G;r−d) supplies exp(−iG·r+iG·d), and the prefactor at k+G supplies exp(−iG·d). The energy U is unchanged. Each overlap matrix acquires the factor exp(−iΔ·d), so N links and n_b bands change Im ln Π det S by −n_b b_i·d. By (4), the sum of the centres moves by n_b d, even on a finite mesh. The dipole changes by

V δP = (Σ_κ Z_κ − f n_b) d = 0.

The map (13) carries the minimum at the old positions to the minimum at the new ones, and W is unchanged. By (8), Σ_κ F_κ = 0 at every field for which the minimum exists. Differentiating with respect to E_α gives (iii). ∎

If (A2) fails and the cell has net charge Q, the same steps give δW = −Q E·d and Σ_κ Z*_κ,αβ = Q δ_αβ.

**The sum rule seen at each k**

Differentiating (13) with respect to d_β at d = 0 gives ∂φ_n/∂d_β = −i(p + k)_β φ_n. Inserted in (7), this yields

Σ_κ Ω_κβ,α = −2 Im Σ_n i⟨φ_n|(p+k)_β|∂_αφ_n⟩ = −2 Re Σ_n ⟨φ_n|(p+k)_β|∂_αφ_n⟩.

The derivative of ⟨φ_n|(p+k)_β|φ_n⟩ with respect to k_α is twice the real part of ⟨φ_n|(p+k)_β|∂_αφ_n⟩, plus δ_αβ from the explicit k. Hence

Σ_κ Ω_κβ,α = n_b δ_αβ − ∂_α Σ_n ⟨φ_n|(p+k)_β|φ_n⟩. (14)

The sum in the last term is a trace over the filled space. For the local potential assumed here (p+k)_β = ∂H_k/∂k_β, so this trace equals ∂_βΣ_n ε_n and

Σ_κ Ω_κβ,α(k) = n_b δ_αβ − ∂_α∂_β Σ_n ε_n(k). (15)

The band energies are periodic, so the last term averages to zero over the zone. The average n_b δ_αβ in (6) gives Σ_κ Z_κ − f n_b = 0 again. The cancellation belongs to the whole zone, not to each k.

**Remarks on conditions**

Fixed field. Suppose that D = E + 4πP is held fixed instead, along a direction in which the response is scalar. Then dE = −4π dP and V dP = Z* du + Vχ dE, so V dP/du = Z*/(1 + 4πχ). The charge is reduced by the electronic dielectric constant 1 + 4πχ.

Frozen mean field. If ∂_λv_mf is omitted from (11), the ions move through a mean field pinned in space. The total potential then no longer moves rigidly with the ions, and the proof of (iii) does not apply.

Electromechanical response. About an equilibrium with force constants K, the part of W that depends on u is, to second order and in matrix notation, ½ uᵀK u − Eᵀ Z* u. Its minimum obeys K u = Z*ᵀE. The Born charge thus sets the internal displacement driven by a field. The sum rule removes any net force on the uniform translation, for which K offers no restoring force.

**Worked example**

Consider a one-dimensional crystal with cell length a = 5.0 Å. Atoms A and B sit at 1.0 and 3.2 Å and act on the electrons through wells −D exp[−(x−τ)²/(2w²)], with D = 15 eV for A, 25 eV for B and w = 0.5 Å. Each ion has charge 2 e, and four electrons fill two bands. The mean-field energy is (g/2)∫n² dx with g = 3.0 eV Å, so v_mf = g n(x). Ion-ion energy is omitted, since it does not depend on the field and drops out of (10). In the formulas V becomes a and (2π)³ becomes 2π.

The orbitals are expanded in 31 plane waves and iterated to self-consistency on 16 k points. The gap is 5.28 eV. The Wannier centres sum to 4.2328 Å, so the cell dipole is 2 × 4.2 − 2 × 4.2328 = −0.0656 e Å.

Moving A by ±0.002 Å gives dipoles of −0.06604576 and −0.06513219 e Å. Therefore

Z*_A = (−0.06604576 + 0.06513219)/0.004 = −0.2284 e.

Now hold the atoms fixed and minimize the enthalpy, with the dipole from (4), in fields of ±0.002 V/Å. The potential drop over the 16 cells represented by the mesh is 0.002 × 80 = 0.16 eV, well below the gap. The force on A, from (9), is 0.55301184 eV/Å at the positive field and 0.55392541 eV/Å at the negative one:

Z*_A = (0.55301184 − 0.55392541)/0.004 = −0.2284 e.

The forces on B are the opposite of those on A, so Z*_B = +0.2284 e and the total force vanishes in the field.

These are values for 16 k points. Evaluating (4) on finer meshes, with the self-consistent potentials kept, gives Z*_A = −0.22897 e for 64 points and −0.22900 e for 128. Removing the 1/N² error gives (−4 × 0.22900 + 0.22897)/3 = −0.2290 e.

The curvature (11), with the induced mean field found by self-consistent linear response on 32 k points, has zone averages 1.1145 for A and 0.8855 for B. From (6),

Z*_A = 2 − 2 × 1.1145 = −0.229 e, Z*_B = 2 − 2 × 0.8855 = +0.229 e.

In atomic units the numbers are the same, since e is the unit of charge. If each ion carried one electron pair rigidly, both averages would be 1 and both charges zero. Instead, a displacement of A moves the summed centres by 1.11 times that displacement, and one of B by 0.89 times. The Born charges in this model come entirely from this imbalance.

The two averages add to 2, the number of filled bands, but the summed curvature is far from uniform: 4.01 at k = 0 and 0.84 at k = −π/a. With ħ²/m = 7.62 eV Å², (15) translates these into second derivatives of the summed filled-band energy of (2 − 4.01) × 7.62 = −15.3 eV Å² and (2 − 0.84) × 7.62 = 8.8 eV Å².

With the mean field frozen, the charges become −0.901 e for A and −0.193 e for B. Their sum is −1.094 e instead of zero, although the cell is neutral. In this model the induced mean field changes even the sign of Z*_B.

Numbers in the example were calculated in double precision.
